# Darwin Interaction of Two Charges and the Orbit-Orbit Operator

## A.1 What symmetry fixes

A slowly moving charge \(q_2\) produces a vector potential proportional, at leading order, to \(q_2\mathbf v_2/c\). A second charge couples to it through \(q_1\mathbf v_1\cdot\mathbf A/c\). In the Coulomb gauge, used here, the scalar potential is the instantaneous \(q_2/r\) and contains no velocity (A.2), so this coupling is the whole velocity-dependent interaction at this order. It is bilinear in the velocities, carries \(1/c^2\), and has the dimension of \(q_1q_2/r\) times \(v^2/c^2\). With \(\mathbf r=\mathbf r_1-\mathbf r_2\) and \(\mathbf n=\mathbf r/r\), rotation and reflection symmetry leave

\[
L_v=\frac{q_1q_2}{c^2}\,v_{1i}\,\frac{\alpha\,\delta_{ij}+\beta' n_in_j}{r}\,v_{2j},
\]

with two pure numbers \(\alpha,\beta'\); repeated indices are summed. The Coulomb gauge condition \(\nabla\cdot\mathbf A=0\) relates them. Since

\[
\partial_i\frac{\delta_{ij}}{r}=-\frac{r_j}{r^3},\qquad
\partial_i\frac{r_ir_j}{r^3}=\frac{(3+1-3)r_j}{r^3}=\frac{r_j}{r^3},
\]

the divergence is \((\beta'-\alpha)r_j/r^3\), so \(\beta'=\alpha\). The tensor must be

\[
T_{ij}=\frac{\delta_{ij}+n_in_j}{r},\qquad \partial_iT_{ij}=0. \tag{1}
\]

The field equation will give \(\alpha=1/2\).

Equations are in Gaussian form. The quantum part uses atomic units: electron mass, \(e\) and \(\hbar\) are 1, and \(c=137.036\). The charges are spinless points, self-fields are dropped, and there is no external or free radiation field.

## A.2 The potentials

Insert \(\mathbf B=\nabla\times\mathbf A\) and \(\mathbf E=-\nabla\phi-\partial_t\mathbf A/c\) into \(\nabla\times\mathbf B-\partial_t\mathbf E/c=4\pi\mathbf J/c\). With \(\nabla\cdot\mathbf A=0\),

\[
\nabla^2\mathbf A-\frac1{c^2}\partial_t^2\mathbf A
=-\frac{4\pi}{c}\mathbf J+\frac1c\nabla\partial_t\phi .
\]

Gauss's law becomes \(\nabla^2\phi=-4\pi\rho\). For charge 2, let \(\mathbf R=\mathbf x-\mathbf r_2(t)\) at field point \(\mathbf x\). Then \(\phi=q_2/R\), without retardation, and \(\partial_t\phi=-\mathbf v_2\cdot\nabla(q_2/R)\).

Because \(\mathbf A\) already carries \(1/c\), drop its second time derivative:

\[
\nabla^2\mathbf A=-\frac{4\pi q_2}{c}\mathbf v_2\,\delta(\mathbf R)
-\frac{q_2}{c}\nabla\!\left(\mathbf v_2\cdot\nabla\frac1R\right).
\]

The identities \(\nabla^2(1/R)=-4\pi\delta(\mathbf R)\) and \(\nabla^2R=2/R\) give the solution that vanishes at infinity:

\[
\mathbf A=\frac{q_2\mathbf v_2}{cR}-\frac{q_2}{2c}\nabla(\mathbf v_2\cdot\nabla R).
\]

Now \(\partial_i\partial_jR=(\delta_{ij}-n_in_j)/R\), where here \(\mathbf n=\mathbf R/R\). Subtracting half of this tensor from \(\delta_{ij}/R\) yields

\[
\mathbf A=\frac{q_2}{2cR}\left[\mathbf v_2+\mathbf n(\mathbf n\cdot\mathbf v_2)\right]. \tag{2}
\]

This is the form required by (1), with \(\alpha=1/2\).

### The first neglected force

The size of the retardation error is easiest to find in Lorenz gauge, because the fields do not depend on the gauge. Expanding the retarded potentials about the present time gives

\[
\phi_L=q_2\left[\frac1R+\frac{\partial_t^2R}{2c^2}-\frac{\partial_t^3R^2}{6c^3}+\dots\right],\qquad
\mathbf A_L=q_2\left[\frac{\mathbf v_2}{cR}-\frac{\dot{\mathbf v}_2}{c^2}+\dots\right].
\]

The missing \(1/c\) term in \(\phi_L\) is the time derivative of the constant total charge. At order \(c^{-2}\) the electric field agrees with that of (2), because \(\mathbf v_2\cdot\nabla R=-\partial_tR\). At order \(c^{-3}\), \(\nabla\partial_t^3R^2=-2\ddot{\mathbf v}_2\), so

\[
\mathbf E^{(3)}=\frac{q_2}{c^3}\left(-\frac13+1\right)\ddot{\mathbf v}_2
=\frac{2q_2}{3c^3}\ddot{\mathbf v}_2 .
\]

The term \(-q_2\dot{\mathbf v}_2/c^2\) in \(\mathbf A_L\) is uniform in space and has no curl, so the magnetic force has no \(c^{-3}\) part. The first neglected force on charge 1 is \(2q_1q_2\ddot{\mathbf v}_2/(3c^3)\). The expansion needs small \(v/c\) and also motion that changes little during the light travel time \(r/c\).

## A.3 One Lagrangian for both charges

The free part for each particle is

\[
-mc^2\sqrt{1-v^2/c^2}=-mc^2+\frac{mv^2}{2}+\frac{mv^4}{8c^2}+O(c^{-4}).
\]

If the motion of charge 2 is prescribed, charge 1 has the additional terms \(-q_1\phi+q_1\mathbf v_1\cdot\mathbf A/c\), evaluated at \(\mathbf r_1\). Using (2), these are symmetric under exchange of the particles. Adding the free term of charge 2 does not affect the equation of motion of charge 1, and the same argument holds with the labels exchanged. Without the constant rest energies, both equations therefore follow from

\[
L=\sum_{a=1}^2\left(\frac{m_av_a^2}{2}+\frac{m_av_a^4}{8c^2}\right)-\frac{q_1q_2}{r}
+\frac{q_1q_2}{2c^2r}\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf v_2)\right]. \tag{3}
\]

Two limits check the signs. Let both charges move with the same constant \(\mathbf v\). If \(\mathbf v\perp\mathbf n\), the force along \(\mathbf n\) is \((q_1q_2/r^2)(1-v^2/2c^2)\): the electric field is enhanced by \(1+v^2/2c^2\), and the magnetic force removes \(v^2/c^2\). If \(\mathbf v\parallel\mathbf n\), the bracket in (3) doubles and the force is \((q_1q_2/r^2)(1-v^2/c^2)\), the weakened field ahead of a moving charge, with no magnetic force.

For two accelerated charges on prescribed paths, the Euler-Lagrange forces from (3) were tested against the full retarded forces at \(c=1000\). On each charge the difference matched the predicted \(c^{-3}\) force to within 2% of that force's magnitude. For charge 1, doubling \(c\) from 100 to 200 reduces the error of the Coulomb force by a factor of 4.005 and that of the Darwin force by 7.995, as expected for errors of order \(c^{-2}\) and \(c^{-3}\).

## A.4 The Hamiltonian

Write \(L=L_0+L_1\), where \(L_1\) contains the \(1/c^2\) terms. The Hamiltonian is the stationary value of \(\sum_a\mathbf p_a\cdot\mathbf v_a-L\) with respect to the velocities. Without \(L_1\), the stationary point is \(\mathbf v_a=\mathbf p_a/m_a\). The correction moves this point by \(O(c^{-2})\), but a function changes at second order in a displacement from its stationary point. Hence \(H_1(\mathbf p)=-L_1(\mathbf v=\mathbf p/m)+O(c^{-4})\), and

\[
H=\sum_a\left(\frac{p_a^2}{2m_a}-\frac{p_a^4}{8m_a^3c^2}\right)+\frac{q_1q_2}{r}
-\frac{q_1q_2}{2m_1m_2c^2}\,p_{1i}T_{ij}p_{2j}. \tag{4}
\]

A numerical Legendre transformation tests this: its difference from (4) falls by a factor of 15.983 when \(c\) doubles from 20 to 40, close to the expected 16.

## A.5 Quantization and operator order

Set \(\mathbf p_a=-i\nabla_a\). Since \(T\) depends on \(\mathbf r_1-\mathbf r_2\),

\[
[p_{1i},T_{ij}]=-i\partial_iT_{ij}=0,\qquad
[p_{2j},T_{ij}]=+i\partial_jT_{ij}=0 .
\]

No delta function is hidden at \(r=0\). The flux of \(T_{ij}\) through a sphere of radius \(\varepsilon\) involves \(n_iT_{ij}=2n_j/\varepsilon\) and an area proportional to \(\varepsilon^2\), so it vanishes as \(\varepsilon\to0\), also when multiplied by a smooth function.

Each momentum may therefore stand on either side of the complete tensor. Weyl ordering averages these placements and gives the Hermitian operator

\[
H_{oo}=-\frac{q_1q_2}{2m_1m_2c^2}\,p_{1i}T_{ij}p_{2j}. \tag{5}
\]

Two equivalent working forms are

\[
H_{oo}\psi=\frac{q_1q_2}{2m_1m_2c^2}\,T_{ij}\,\partial_{1i}\partial_{2j}\psi,
\]
\[
\langle H_{oo}\rangle=-\frac{q_1q_2}{2m_1m_2c^2}
\frac{\int(\partial_{1i}\psi^*)\,T_{ij}\,(\partial_{2j}\psi)}{\int|\psi|^2}.
\]

The second needs first derivatives alone. For several electrons, sum over pairs \(a<b\), because the potentials in (2) add linearly.

Classical mechanics does not itself select Weyl ordering. Suppose \(f=1/r\) is placed outside the momenta, while the \(n_in_j/r\) part stays between them, with both parts made Hermitian. The change in \(p_{1i}T_{ij}p_{2j}\) is

\[
\tfrac12\left(f p_{1i}p_{2i}+p_{1i}p_{2i}f-p_{1i}fp_{2i}-p_{2i}fp_{1i}\right)
=\tfrac12[p_{2i},[p_{1i},f]]=\tfrac12\nabla^2f=-2\pi\delta(\mathbf r).
\]

This adds \(+\pi q_1q_2\delta(\mathbf r)/(m_1m_2c^2)\) to \(H_{oo}\), a term of the same order in \(1/c\). In a full Breit-Pauli Hamiltonian, the contact terms and the ordering of (5) must come from one consistent reduction. Spin terms and the one-body Darwin term are not part of this derivation.

## A.6 Two simple quantum cases

For a real product \(\psi=\varphi(\mathbf r_1)\chi(\mathbf r_2)\), each factor such as \(\varphi\nabla\varphi\) equals \(\tfrac12\nabla\varphi^2\). Integration by parts gives

\[
\int(\partial_{1i}\psi)T_{ij}(\partial_{2j}\psi)
=-\frac14\int\varphi^2(\partial_iT_{ij})\,\partial_{2j}\chi^2=0. \tag{6}
\]

The orbit-orbit energy of such a state is zero. This holds for the plain product, which includes two electrons in the same real orbital. A symmetrized or antisymmetrized product \(\varphi(\mathbf r_1)\chi(\mathbf r_2)\pm\chi(\mathbf r_1)\varphi(\mathbf r_2)\) of two different real orbitals adds an exchange term built from \(\chi\nabla\varphi\), which is not in general a gradient; for an s and a p orbital that term does not vanish. This was also tested by quadrature for a helium-like product with a non-exponential radial factor.

In contrast, take a one-electron atom with nuclear charge \(Z\), nuclear mass \(M\) and zero total momentum. Then \(\mathbf p_1=\mathbf p\), \(\mathbf p_2=-\mathbf p\) and \(q_1q_2=-Z\), so \(H_{oo}=-Z\,p_iT_{ij}p_j/(2Mc^2)\). For \(\psi\propto e^{-\lambda r}\), with \(\lambda=Z\mu\) and reduced mass \(\mu\), the gradient is \(-\lambda\mathbf n\psi\). Since \(n_iT_{ij}n_j=2/r\) and \(\langle1/r\rangle=\lambda\),

\[
\langle H_{oo}\rangle=-\frac{Z}{2Mc^2}\,2\lambda^3=-\frac{Z^4\mu^3}{Mc^2}.
\]

It vanishes as \(M\to\infty\), which is why a fixed nucleus contributes no orbit-orbit term below.

## A.7 Helium with an explicitly correlated function

Take a fixed point nucleus with \(Z=2\) and

\[
\psi=e^{-a(r_1+r_2)}g,\qquad g=1+bu,\qquad u=r_{12}.
\]

Define \(s=r_1+r_2\), \(t=r_1-r_2\), \(\kappa=2a\) and \(\beta=b/\kappa\). After the overall rotations are integrated out, the volume element is \(8\pi^2r_1r_2u\,dr_1dr_2du\). With \(r_1r_2=(s^2-t^2)/4\) and \(dr_1dr_2=\tfrac12ds\,dt\), it becomes \(\pi^2(s^2-t^2)u\,ds\,dt\,du\). The integrands are even in \(t\), so use

\[
I[F]=\int_0^\infty\!ds\,e^{-\kappa s}\int_0^s\!du\int_0^u\!dt\,F,\qquad
\int_0^\infty s^ke^{-\kappa s}ds=\frac{k!}{\kappa^{k+1}},
\]

and drop the common factor \(2\pi^2\).

**Norm.** The inner integrals of \(u(s^2-t^2)g^2\) give \(\frac4{15}s^5+\frac7{18}bs^6+\frac{16}{105}b^2s^7\). Thus the norm is \(N/\kappa^6\), with

\[
N=32+280\beta+768\beta^2.
\]

**Kinetic energy.** Let \(c_a=\hat{\mathbf r}_a\cdot\mathbf n\). The gradients, divided by \(e^{-as}\), are \(-ag\hat{\mathbf r}_1+b\mathbf n\) and \(-ag\hat{\mathbf r}_2-b\mathbf n\). Half the sum of their squares is \(a^2g^2+b^2-abg(c_1-c_2)\). From the triangle formed by the particles,

\[
c_1=\frac{st+u^2}{2r_1u},\quad c_2=\frac{st-u^2}{2r_2u},\quad
c_1-c_2=\frac{2s(u^2-t^2)}{u(s^2-t^2)}.
\]

Hence \(I[u(s^2-t^2)g(c_1-c_2)]=(40+192\beta)/\kappa^6\). The kinetic integral is \(\kappa^2K/\kappa^6\), where

\[
K=\tfrac14N+32\beta^2-\tfrac12\beta(40+192\beta)=8+50\beta+128\beta^2.
\]

**Potential energy.** Nuclear attraction is \(-8s/(s^2-t^2)\), which integrates to \(-8(8+60\beta+144\beta^2)/\kappa^5\). Electron repulsion integrates to \((10+64\beta+140\beta^2)/\kappa^5\). Their sum is \(-\kappa C/\kappa^6\), with

\[
C=54+416\beta+1012\beta^2,\qquad E=\frac{\kappa^2K-\kappa C}{N}.
\]

Minimization over \(\kappa\) gives \(\kappa=C/(2K)\) and \(E=-C^2/(4KN)\). Minimizing the latter over \(\beta\) gives \(\beta=0.098881\), so \(N=67.1956\), \(K=14.1955\), \(C=105.0291\), and

\[
\kappa=\frac{105.0291}{2(14.1955)}=3.6994,\qquad
E=-\frac{105.0291^2}{4(14.1955)(67.1956)}=-2.8911\ \text{hartree}.
\]

**Orbit-orbit term.** Contract the two gradients with \(T\) and multiply by \(u(s^2-t^2)\). The three parts are

\[
\begin{aligned}
F_1&=a^2g^2\left(s^2+t^2-3u^2+s^2t^2/u^2\right),\\
F_2&=4abg\,s(u^2-t^2)/u,\\
F_3&=-2b^2(s^2-t^2).
\end{aligned}
\]

Here \(F_1\) uses \(\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2=(r_1^2+r_2^2-u^2)/(2r_1r_2)\), and \(F_2,F_3\) use \(n_iT_{ij}=2n_j/u\). Integration over \(t\) and \(u\) gives

\[
\begin{aligned}
F_1&\to a^2\left(-\tfrac8{45}bs^5-\tfrac19b^2s^6\right),\\
F_2&\to \tfrac89abs^4+\tfrac23ab^2s^5,\qquad
F_3\to-\tfrac56b^2s^4 .
\end{aligned}
\]

The \(b^0\) part of \(F_1\) cancels, in agreement with (6). After the \(s\) integration, with \(a=\kappa/2\) and \(b=\beta\kappa\),

\[
I[F_1+F_2+F_3]=\frac1{\kappa^3}\left[\left(-\tfrac{16}{3}+\tfrac{32}{3}\right)\beta+(-20+40-20)\beta^2\right]=\frac{16\beta}{3\kappa^3}.
\]

Division by \(N/\kappa^6\) and the prefactor \(-1/(2c^2)\) for two electrons give

\[
\langle p_{1i}T_{ij}p_{2j}\rangle=\frac{16\beta\kappa^3}{3N}=0.3973,\qquad
\langle H_{oo}\rangle=-\frac{8\beta\kappa^3}{3Nc^2}. \tag{7}
\]

Thus \(c^2\langle H_{oo}\rangle=-0.1987\) atomic units, or \(\langle H_{oo}\rangle=-1.058\times10^{-5}\) hartree \(=-2.322\ \text{cm}^{-1}\) for this function. Quadrature with both derivatives to the right of \(T\) gives the same expectation value, which tests the ordering result of A.5.

**Cost of a different ordering.** At \(u=0\), \(g=1\), and \(\int e^{-4ar}d^3r=\pi/\kappa^3\). Dividing by the full norm \(2\pi^2N/\kappa^6\) gives

\[
\langle\delta(\mathbf r_{12})\rangle=\frac{\kappa^3}{2\pi N}=0.1199\ \text{bohr}^{-3}.
\]

The split ordering would shift the energy by \(\pi\langle\delta\rangle/c^2=+2.006\times10^{-5}\) hartree. This is larger in magnitude than \(\langle H_{oo}\rangle\) and reverses the sign of the total.

## A.8 Accuracy and range of use

Longer expansions in \(e^{-as}s^lt^{2m}u^n\) show what the two-term function misses. With 22 and 34 terms, \(c^2\langle H_{oo}\rangle\) is \(-0.1396\) and \(-0.1393\). The 34-term value corresponds to \(-7.42\times10^{-6}\) hartree, or \(-1.63\ \text{cm}^{-1}\). Its last digit is not yet converged: expansions with 95 or more terms move \(c^2\langle H_{oo}\rangle\) by a further 0.0002, to \(-0.1391\), or \(-7.41\times10^{-6}\) hartree, still \(-1.63\ \text{cm}^{-1}\). The two-term energy lies 0.0126 hartree above the 34-term energy, about 0.4% of the magnitude of the 34-term total energy, yet its orbit-orbit value is 43% larger in magnitude. Two observations explain the contrast; they are not additive parts of the error. First, write the trial function as \(\psi_0+\delta\), with \(\psi_0\) the normalized exact state of energy \(E_0\) and \(\delta\) orthogonal to it. Since \((H-E_0)\psi_0=0\), the energy error is \(\langle\delta|H-E_0|\delta\rangle/(1+\langle\delta|\delta\rangle)\), which is second order in \(\delta\), whereas the expectation value of another Hermitian operator \(O\) changes at first order by \(2\,\mathrm{Re}\langle\psi_0|O|\delta\rangle\). For the two-term function \(\langle\delta|\delta\rangle\approx0.006\), and this first-order term supplies \(-0.058\) of the \(-0.060\) error in \(c^2\langle H_{oo}\rangle\). Second, most of the total energy is reached without correlation: \(\beta=0\) gives \(E=-54^2/(4\cdot8\cdot32)=-2.8477\) hartree, while \(\langle H_{oo}\rangle\) vanishes for that product by (6). Of the 0.0561 hartree by which the 34-term energy lies below this value, the two-term function misses about 22%. The \(\beta=0\) function is not the best product: Hartree-Fock gives \(-2.8617\) hartree, again with zero \(\langle H_{oo}\rangle\) by (6), and of the 0.0420 hartree of correlation energy below that value the two-term function misses about 30%. A good energy is therefore insufficient evidence for a good \(\langle H_{oo}\rangle\).

These are first-order expectation values in nonrelativistic states with an infinitely heavy nucleus. They omit the other Breit-Pauli terms, nuclear recoil and radiative corrections. Using (5) in second order gives contributions of order \(c^{-4}\), where terms dropped from (3) and (4) also enter; such a result is incomplete without them. The expansion also loses its justification when typical velocities approach \(c\), as for inner electrons of heavy atoms. The computed values are collected in the numerical output below.

## Calculated quantities

```
speed of light c = 137.035999 atomic units
Classical force test, charges 1 and -1.5, atomic units
c = 100: force error, Coulomb only = 2.1946e-05
c = 100: force error, Darwin = 5.4600e-07
c = 200: force error, Coulomb only = 5.4798e-06
c = 200: force error, Darwin = 6.8294e-08
Coulomb error ratio on doubling c = 4.005
Darwin error ratio on doubling c = 7.995
Hamiltonian error ratio, c = 20 to 40: 15.983
Helium, two-term correlated function
beta = 0.098881 (dimensionless)
kappa = 3.699369 1/bohr
a = 1.849685 1/bohr
b = 0.365796 1/bohr
norm polynomial N = 67.195624
kinetic polynomial K = 14.195540
potential polynomial C = 105.029079
nonrelativistic energy = -2.891121 hartree
<p1 T p2>, first derivatives = 0.397331 atomic units
<p1 T p2>, both derivatives right = 0.397331 atomic units
<p1 T p2>, closed formula = 0.397331 atomic units
c^2 <H_oo> = -0.198665 atomic units
<H_oo> = -1.057920e-05 hartree
<H_oo> = -2.3219 cm^-1
<delta(r12)> = 0.119912 bohr^-3
contact shift of split ordering = 2.006054e-05 hartree
real product test, |<p1 T p2>| below 1e-9: True
Helium, longer correlated functions
22 terms: a = 2.0383 1/bohr
22 terms: energy = -2.903714 hartree
22 terms: c^2 <H_oo> = -0.13956 atomic units
34 terms: a = 2.1126 1/bohr
34 terms: energy = -2.903721 hartree
34 terms: c^2 <H_oo> = -0.13928 atomic units
34 terms: <H_oo> = -7.4170e-06 hartree
34 terms: <H_oo> = -1.628 cm^-1
two-term / longest orbit-orbit value = 1.426
```
